The averaged electrostatic potential in an oxygen vacancy of MgO

Magnesium oxide has the rocksalt structure. Replace its ions by fixed points with charges +q (cations) and −q (anions), at nearest distance d. Remove one anion and put the origin at the empty site; nothing else moves. The six nearest cations lie on a sphere of radius d, called the shell below.

The algebra is in atomic units, with q a positive number of elementary charges. V is the potential felt by a positive test charge, so an electron has potential energy −V. In volts and angstroms, a unit charge at distance R produces 14.3996/R. The example takes formal charges, q = 2, and a round lattice parameter of 4.21 Å, so that d = 2.105 Å.

**(a) Choose a zero of potential and find V at the centre of the vacancy.**

The sum of q_i/R_i over an infinite crystal depends on the order of summation, so the zero must be fixed first. A shift of the perfect crystal by d along a cube axis exchanges cations and anions and reverses its potential. It is therefore consistent to set the mean potential of the perfect crystal to zero. This is also the vacuum level of an unrelaxed film with (001) surfaces: every (001) plane has zero average charge, so the potential averaged along the planes does not change from inside to outside.

Ewald's method computes the sum with this zero. Measure lengths in d and charges in q, so that ion i has charge s_i = ±1. Split each ion's potential into two parts:

s_i/r = s_i erfc(ηr)/r + s_i erf(ηr)/r.

The first part is short-ranged. The second is the potential of a Gaussian charge cloud of Fourier transform s_i exp(−G²/4η²). For the periodic array of clouds, Poisson's equation gives each Fourier component of the potential as 4π/G² times that of the density.

The cubic cell has edge 2, volume 8 and wavevectors G = π(h,k,l). Its anions are at (0,0,0), (1,1,0), (1,0,1) and (0,1,1); a shift by (1,0,0) gives the cations. The sum of charge times phase is

S = −[1 + (−1)^(h+k) + (−1)^(h+l) + (−1)^(k+l)] [1 − (−1)^h].

The first bracket is 4 if h, k, l have equal parity and 0 otherwise. The second is 2 for odd h and 0 for even h. Hence S = −8 when all three are odd, and S = 0 otherwise. The G = 0 term is absent, in accordance with zero mean potential.

The array still contains the Gaussian cloud of the missing anion, whose potential at the origin is −2η/√π. Removing it adds 2η/√π. The central potential in units of q/d is therefore

M = Σ_i s_i erfc(ηR_i)/R_i + 2η/√π − 4π Σ_{h,k,l odd} exp(−G²/4η²)/G²,

where i runs over the remaining ions. Both sums converge rapidly, and the total does not depend on η because the split is an identity. Numerical summation gives M = 1.747565, the Madelung constant. Thus

V(0) = V_M = qM/d,

V_M = 2 × 1.747565 × 14.3996 / 2.105 = 23.91 V = 0.8786 hartree/e.

The sign is positive because an anion site is surrounded first by cations.

**(b) Average V over a sphere of radius r about the vacancy. How does the average depend on r?**

Call the average V̄(r). For one unit charge at distance R from the origin, let μ be the cosine of the angle between its direction and that of the field point. Averaging over directions means integrating over μ with weight 1/2:

⟨1/|r−R|⟩ = (1/2) ∫_{−1}^{1} dμ / √(r² + R² − 2rRμ)

= [−√(r² + R² − 2rRμ)/(2rR)]_{μ=−1}^{μ=1}

= [(r + R) − |r − R|]/(2rR).

If r < R, the numerator is 2r and the result is 1/R. If r > R, it is 2R and the result is 1/r. The average is continuous at r = R, even though the sphere then passes through the charge.

An infinite crystal needs care, because its sum is conditionally convergent. Gauss's law avoids rearranging it. With n the unit vector of direction,

dV̄/dr = (1/4π) ∫ n·∇V dΩ = −(1/4πr²) ∮ E·dS = −Q(r)/r²,

where Q(r) is the total charge of the remaining ions inside the sphere. The Ewald potential obeys Poisson's equation for just these ions; the neutral cell needs no compensating background.

For r < d the sphere contains no ion. Then Q = 0, the derivative vanishes, and

V̄(r) = V(0) = V_M for 0 ≤ r < d.

At larger r, an ion at R_i < r contributes from R_i outwards. Since V̄ is continuous,

V̄(r) = V_M − Σ_{R_i<r} q_i ∫_{R_i}^{r} dr′/r′²

= V_M + Σ_{R_i<r} q_i (1/r − 1/R_i).

Between the six cations at d and the twelve anions at √2 d, this becomes

V̄(r) = V_M − 6q(1/d − 1/r).

The plateau thus ends with a break in slope, from zero to −6q/d². At r = 1.2d, or 2.526 Å, the bracket is (1 − 1/1.2)/d = 1/(6d), so the drop is q/d = 28.799/2.105 = 13.68 V. This leaves V̄ = 10.23 V. At 1.57d, with the twelve anions also inside, the formula gives 5.63 V.

**(c) Is V itself constant inside the shell?**

No: V varies with direction. For r < d, expand each ion's potential in Legendre polynomials,

1/|r−R| = Σ_l (r^l/R^(l+1)) P_l(cos γ),

where γ is the angle between r and R. The sum over ions must have cubic symmetry about the vacancy and satisfy Laplace's equation. Inversion removes odd l. The only cubic polynomial of degree two is r², which is not harmonic, so l = 2 is also absent. At degree four, the allowed polynomials are x⁴+y⁴+z⁴ and r⁴. Their Laplacians are 12r² and 20r², so the harmonic combination is

r⁴K₄(n), with K₄(n) = n_x⁴ + n_y⁴ + n_z⁴ − 3/5.

Its average is zero because ⟨n_x⁴⟩ = 1/5. Hence

V(r) = V_M + c r⁴K₄(n) + terms of order r⁶.

Along the x axis K₄ = 2/5. Equating c r⁴(2/5) to the l = 4 sum gives

c = (5/2) Σ_i q_i P₄(x_i/R_i)/R_i⁵.

For the six cations, P₄ is 1 for the two on the x axis and 3/8 for the other four, a total of 7/2. They contribute 8.75 q/d⁵. The numerical sum over the lattice gives c = 8.947 q/d⁵, so the nearest shell supplies most of this term.

At r = 0.6d, or 1.263 Å, the Ewald potential is 31.76 V along [100], towards a cation, 21.65 V along [110] and 20.89 V along [111]. The quartic term along [100] is

8.947 × 0.6⁴ × 0.4 × 13.68 V = 6.35 V,

whereas the full departure from V_M is 31.76 − 23.91 = 7.85 V. The remaining 1.50 V comes from higher harmonics. Thus V differs by almost 11 V between two directions on a sphere whose average is still 23.91 V.

**(d) What does the plateau mean for an electron in the vacancy?**

Let an electron have a spherically symmetric probability density ρ(r), normalized to one. Its mean potential energy is

−∫ρV d³r = −∫_0^∞ 4πr²ρ(r)V̄(r) dr.

If the density lies wholly inside the shell, this equals −V_M, whatever its radial form. With two electrons each has this lattice energy, and their mutual repulsion must be added.

For an s function, write ψ = u(r)/(r√(4π)). Within the space of s functions the potential energy is −V̄(r), and the radial equation is

−u″/2 − V̄(r)u = Eu.

Inside the shell V̄ = V_M, so u″ = −k²u with k² = 2(E + V_M). The condition u(0) = 0 selects

u(r) = A sin(kr), for r < d and E > −V_M.

Outside, the varying V̄ of part (b) must be used. A finite-difference solution, with step 0.01 bohr and u set to zero at 20 bohr, gives a lowest level E = −19.13 eV. Thus k²/2 = 23.91 − 19.13 = 4.78 eV, or 0.176 hartree, and k = 0.593 per bohr. Since d = 3.98 bohr, kd is about 2.36. This lies between π/2 and π, so u has passed its maximum and is falling when it reaches the shell.

The probability inside the shell is 0.889. The mean potential over the whole state is 22.97 V, about 0.9 V below V_M. The 11% outside sees on average

(22.97 − 0.889 × 23.91)/0.111 ≈ 15 V.

The level belongs to this averaged point-ion well, with its electron confined to s functions. It is not a predicted defect level of MgO: core repulsion, relaxation and polarization are absent.

**(e) Which departures from the model preserve the plateau, and how do they change its value?**

The step dV̄/dr = 0 requires only that the sphere contain no charge. Cubic symmetry is not needed. Relaxed ions, disordered ions and external dipoles therefore preserve a constant average out to the nearest charge, but they change its value. A uniform field adds a term proportional to cos θ, whose average is zero.

Suppose a shell of N_s ions with charge q_s moves from R_s to R_s′. The change at the centre, and hence on the plateau, is

ΔV = N_s q_s (1/R_s′ − 1/R_s).

For rough displacements suited to an empty, doubly positive vacancy, let the cations move out by 5% and the twelve nearest anions in by 2%:

ΔV(cations) = 6 × 13.68 × (1/1.05 − 1) = −3.91 V,

ΔV(anions) = −(12/√2) × 13.68 × (1/0.98 − 1) = −2.37 V.

Both are negative: positive charge recedes and negative charge approaches.

Electronic polarization is larger than these two rough terms together. The ranking depends on the assumed displacements: 8% and 3% would already give −9.7 V from the two shells, and more distant shells are left out. The empty vacancy has net charge +q relative to the perfect crystal. Place on each anion a dipole p = αE, where E includes the fields of the vacancy and of all other dipoles. A rough optical dielectric constant ε = 3 and the Clausius–Mossotti relation, with volume Ω = 2d³ per anion, give

α = (3Ω/4π)(ε − 1)/(ε + 2) = 1.78 Å³.

The dipoles point mainly outwards, because electrons are drawn towards the vacancy. Each contributes −p_R/R² to the central potential, where p_R is its component along the outward radius. Outside a sphere of radius L, use a continuum of polarization P = (1 − 1/ε)q/(4πr²). Its contribution is

−∫_L^∞ 4πr²P dr/r² = −(1 − 1/ε)q/L.

Solving the coupled equations for anions within 14.5 Å and adding this tail gives −9.7 V. For unrelaxed ions the plateau then falls to about 14 V. This is the potential with the dipoles held fixed; it is not the energy of electron capture, during which the dipoles readjust. Nor should the relaxation estimates be added, since displacement and polarization affect each other.

Real ions also have extended electron clouds, so the sphere is not strictly empty. Their effect was estimated with restricted Hartree–Fock densities: free Mg²⁺ in the def2-TZVP basis, and O²⁻ in aug-cc-pVTZ, stabilized by a sphere of charge +2 and radius 1.205 Å, whose inner potential is V_M. Relative to point ions, the six cations and twelve anions together raise the average by 0.07 V at the centre, 0.19 V at 1.0 Å and 0.80 V at 1.5 Å. A much larger basis of s and p functions lowers these values by 0.02 to 0.03 V, so the small value at the centre is only a rough one. The values depend more on the stabilizing sphere: in the larger basis, widening it from 1.205 to 1.40 Å changes them from 0.04, 0.17 and 0.79 V to 0.08, 0.28 and 1.06 V. The plateau is therefore a good description of the inner cavity, but becomes less accurate towards the shell. Overlap distortion and more distant clouds are left out.

**(f) Set the result beside a thin MgO tunnel barrier.**

Take five (001) planes, counted as 5d = 1.05 nm thick, under 0.5 V. These are rough but realistic values for a magnetic tunnel junction. The field is 4.75 MV/cm, or 0.0475 V/Å. Measured from the potential at the vacancy centre, this average field alone contributes at most 0.0475 × 2.105 = 0.10 V at the shell, in either direction and with zero average. The response of the surrounding ions makes the local field larger: in bulk, the anion dipoles of part (e) raise it by about half at the vacancy centre. Displacements of the ions under a steady bias are left out.

For the isolated, unrelaxed film, direct sums over neutral square planes give 23.91 V in the middle plane and 23.01 V in a surface plane. Even this thin film reproduces the bulk value at its centre; the surface site loses 0.9 V.

Metal electrodes break the assumption of an isolated film. For a charge q midway between ideal metal plates a distance t apart, the images have charges (−1)^n q at distances nt on both sides. Filling the gap with the optical dielectric constant gives

ΔV = (2q/εt) Σ_{n≥1} (−1)^n/n = −2q ln 2/(εt) ≈ −1.3 V.

This continuum estimate is rough at such a small thickness, but it exceeds the effect of the bias.

Reducing the ionic charge to 1.7, with d fixed, lowers V_M in proportion to 20.3 V. Thermal expansion is minor: a rough linear coefficient of 1.2 × 10⁻⁵ per K lowers it by 0.10 V between 300 and 650 K.

Vibration matters more at any instant. If an ion moves by a small vector w, its central potential changes by −q_i w·R_i/R_i³. For independent displacements of rms size σ per component, the variances add:

σ_V = σ (Σ_i q_i²/R_i⁴)^(1/2).

With a rough room-temperature σ = 0.07 Å, a neutral cube of half-edge 4d, with fractional charges on its boundary, gives 1.69 V. This sum is not yet converged. Over the whole lattice, Σ_i q_i²/R_i⁴ is 16.5 q²/d⁴, which gives σ_V = 0.07 × (28.80/2.105²) × √16.5 ≈ 1.85 V. Real vibrations are correlated, so this is an order of magnitude. To second order in w the mean shift vanishes, because isotropic displacements average the harmonic function 1/R to its original value.

Static disorder acts in the same way. In an amorphous oxide each vacancy has its own plateau value, reaching out to its own nearest ion, and a single Madelung potential no longer describes them all. For MgO, 24 V is the value for unrelaxed point ions with formal charges; electronic polarization around the empty, unrelaxed vacancy removes about 40% of it, and ionic relaxation is a correction of comparable size.
